# Closing the Kane-Mele gap at K with Rashba coupling

## The problem

Electrons on a honeycomb lattice have the Hamiltonian

\[
H=t\sum_{\langle ij\rangle}c_i^\dagger c_j
+i\lambda_{SO}\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,c_i^\dagger s_z c_j
+i\lambda_R\sum_{\langle ij\rangle}c_i^\dagger(\mathbf s\times\mathbf d_{ij})_z c_j .
\]

The first and third sums run over nearest neighbours, the second over second neighbours, each in both directions. Each \(c_i\) has two spin components, and \(s_x,s_y,s_z\) are Pauli matrices. The unit vector \(\mathbf d_{ij}\) points from \(i\) to \(j\). The sign \(\nu_{ij}\) is \(+1\) if the two-bond path from \(j\) to \(i\) turns left, and \(-1\) if it turns right. Both sublattices have the same on-site energy, interactions are left out, and the lattice is half filled: two of the four states at each wave vector are occupied when there is a gap.

Lengths are in units of the bond length. The bonds from an A site to its B neighbours are

\[
\mathbf d_1=(0,1),\quad
\mathbf d_2=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\mathbf d_3=\left(\tfrac{\sqrt3}{2},-\tfrac12\right),
\]

and the zone corner is \(\mathbf K=(4\pi/(3\sqrt3),0)\).

(a) Write the \(4\times4\) Bloch matrix at K.

(b) Find its levels and eigenstates.

(c) Show that the gap at K closes when \(|\lambda_R|=2\sqrt3\,|\lambda_{SO}|\), and say what happens beyond.

(d) For graphene in a perpendicular field, take the rough values \(t=2.7\) eV and \(\lambda_{SO}=2.3\) µeV, with \(\lambda_R\) growing by 0.33 µeV per MV/cm. Which field closes the gap at K, and could the closing be seen?

## Hints

1. At K the three bonds carry the phases \(1,\omega^*,\omega\), with \(\omega=e^{2\pi i/3}\). What is their sum?
2. In the Rashba term, sum the \(x\) and \(y\) components of the bonds separately, each weighted by its phase. Then look at which spin flips survive.
3. Two of the four basis states turn out to be coupled to nothing. The rest is a \(2\times2\) problem.
4. Order the levels before subtracting them. The order changes at the closing.

## Solution

### (a) The matrix at K

With Bloch sums whose phases follow the atomic positions, a hop term \(c_i^\dagger c_j\) acquires the factor \(e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}\). Since \((\mathbf s\times\mathbf d)_z=s_xd_y-s_yd_x\), the block from B to A is

\[
H_{AB}(\mathbf k)=\sum_{n=1}^{3}\left[t+i\lambda_R(s_xd_{ny}-s_yd_{nx})\right]e^{i\mathbf k\cdot\mathbf d_n},
\]

and \(H_{BA}=H_{AB}^\dagger\).

**Hopping.** At K, \(\mathbf K\cdot\mathbf d_1=0\), \(\mathbf K\cdot\mathbf d_2=-2\pi/3\) and \(\mathbf K\cdot\mathbf d_3=2\pi/3\). The phases add to \(1+\omega^*+\omega=1+2\cos(2\pi/3)=0\). The hopping \(t\) therefore drops out at K, whatever its size.

**Rashba term.** The weighted sums of the bond components are

\[
\sum_n d_{ny}e^{i\mathbf K\cdot\mathbf d_n}=1-\tfrac12(\omega+\omega^*)=\tfrac32,
\]
\[
\sum_n d_{nx}e^{i\mathbf K\cdot\mathbf d_n}=\tfrac{\sqrt3}{2}(\omega-\omega^*)=\tfrac{\sqrt3}{2}\,i\sqrt3=\tfrac{3i}{2}.
\]

Hence

\[
H_{AB}(\mathbf K)=i\lambda_R\left(\tfrac32s_x-\tfrac{3i}{2}s_y\right)
=\tfrac{3i\lambda_R}{2}(s_x-is_y)
=3i\lambda_R\begin{pmatrix}0&0\\1&0\end{pmatrix}.
\]

The last step uses \(s_x-is_y=2|{\downarrow}\rangle\langle{\uparrow}|\). One element survives, \(\langle A{\downarrow}|H|B{\uparrow}\rangle=3i\lambda_R\). In the element between \(A{\uparrow}\) and \(B{\downarrow}\) the contributions of the three bonds cancel.

**Intrinsic term.** Define the second-neighbour vectors

\[
\mathbf b_1=\mathbf d_1-\mathbf d_2=\left(\tfrac{\sqrt3}{2},\tfrac32\right),\quad
\mathbf b_2=\mathbf d_2-\mathbf d_3=(-\sqrt3,0),\quad
\mathbf b_3=\mathbf d_3-\mathbf d_1=\left(\tfrac{\sqrt3}{2},-\tfrac32\right).
\]

Let the A site \(i\) be at the origin and \(j\) at \(\mathbf b_1\). The path passes through the B site at \(\mathbf d_1\), so its legs are \(\mathbf d_1-\mathbf b_1=\mathbf d_2\) and then \(-\mathbf d_1\). Their cross product is \(\mathbf d_2\times(-\mathbf d_1)=\mathbf d_1\times\mathbf d_2=+\sqrt3/2\), a left turn, so \(\nu=+1\). Threefold rotation gives the same sign for \(\mathbf b_2\) and \(\mathbf b_3\). For \(j\) at \(-\mathbf b_l\) the turn is to the right and \(\nu=-1\). Therefore

\[
H_{AA}(\mathbf k)=i\lambda_{SO}s_z\sum_l\left(e^{i\mathbf k\cdot\mathbf b_l}-e^{-i\mathbf k\cdot\mathbf b_l}\right)
=-2\lambda_{SO}s_z\sum_l\sin(\mathbf k\cdot\mathbf b_l).
\]

At K the three arguments are \(2\pi/3,\,-4\pi/3,\,2\pi/3\). Each sine equals \(\sqrt3/2\), and the sum is \(3\sqrt3/2\). With

\[
\Delta=3\sqrt3\,\lambda_{SO}
\]

this gives \(H_{AA}(\mathbf K)=-\Delta s_z\). A rotation by 180° about a bond centre exchanges A and B and reverses every displacement, but it keeps left turns left. The sines change sign, so \(H_{BB}(\mathbf K)=+\Delta s_z\).

In the order \(A{\uparrow},A{\downarrow},B{\uparrow},B{\downarrow}\) the matrix is

\[
H(\mathbf K)=\begin{pmatrix}
-\Delta&0&0&0\\
0&\Delta&3i\lambda_R&0\\
0&-3i\lambda_R&\Delta&0\\
0&0&0&-\Delta
\end{pmatrix}.
\]

### (b) Levels and eigenstates

The states \(A{\uparrow}\) and \(B{\downarrow}\) are eigenstates with energy \(-\Delta\), untouched by the Rashba term. In the middle block,

\[
(\Delta-E)^2-(3i\lambda_R)(-3i\lambda_R)=(\Delta-E)^2-9\lambda_R^2=0
\quad\Rightarrow\quad E_\pm=\Delta\pm3\lambda_R .
\]

For the eigenvectors write \(|A{\downarrow}\rangle+x|B{\uparrow}\rangle\). The first row of the block requires \(\Delta+3i\lambda_Rx=\Delta\pm3\lambda_R\), so \(x=\mp i\). The normalised states are \((|A{\downarrow}\rangle\mp i|B{\uparrow}\rangle)/\sqrt2\).

Without Rashba coupling, the intrinsic term separates two doublets by \(2|\Delta|\). The Rashba term acts on one of them, mixing its two spin directions with equal weight and splitting it by \(6|\lambda_R|\). The gap shrinks because one member of the split pair moves towards the doublet that stays put.

The Hamiltonian is invariant under time reversal, which takes K to \(-\mathbf K\). The other valley has the same four levels.

### (c) The gap and its closing

The set of levels does not depend on the sign of \(\lambda_R\), so use \(|\lambda_R|\). Take \(\lambda_{SO}>0\) first. As long as \(3|\lambda_R|<2\Delta\), the order is

\[
-\Delta,\quad-\Delta,\quad\Delta-3|\lambda_R|,\quad\Delta+3|\lambda_R| .
\]

Two levels are filled, and the gap is the third level minus the second:

\[
(\Delta-3|\lambda_R|)-(-\Delta)=2\Delta-3|\lambda_R| .
\]

For \(\lambda_{SO}<0\) the fixed doublet lies at \(+|\Delta|\) and is empty. The highest filled level is \(-|\Delta|+3|\lambda_R|\), and the difference is \(2|\Delta|-3|\lambda_R|\) again. The opposite convention for \(\nu_{ij}\) amounts to the same change of sign, so it does not affect the gap. In both cases

\[
E_g(\mathbf K)=6\sqrt3\,|\lambda_{SO}|-3|\lambda_R| ,
\]

which vanishes when

\[
|\lambda_R|=\frac{6\sqrt3}{3}|\lambda_{SO}|=2\sqrt3\,|\lambda_{SO}| .
\]

Beyond this value, with \(\lambda_{SO}>0\), the level \(\Delta-3|\lambda_R|\) lies below the doublet. The second and third levels are then the two members of the doublet, both at \(-\Delta\). The gap does not reopen: it is zero at K for all larger \(|\lambda_R|\), and the last formula for \(E_g\) must be replaced by zero there.

This result for K holds for any \(t\). Whether the rest of the zone stays gapped until then is a separate question. It was examined for \(\lambda_{SO}=0.02t\) by diagonalising the Bloch matrix on a grid over the zone, refined around K, at \(\lambda_R\) equal to 0, 0.25, 0.5, 0.75, 0.9 and 0.97 of the critical value. The direct gap is the distance between second and third band at the same wave vector. Its smallest sampled value was never below 0.9988 of the gap at K. On these samples the direct gap thus stays open up to the last coupling tried. While it is open throughout the zone, the filled bands deform continuously from those at \(\lambda_R=0\), and a topological invariant protected by time reversal cannot change. The indirect gap behaves slightly differently, as the second variation shows.

### (d) Graphene in a perpendicular field

A flat sheet suits the problem because its two sublattices lie in one plane, so a uniform perpendicular field gives them no potential difference. The intrinsic scale is

\[
\Delta=3\sqrt3\times2.30\ \text{µeV}=11.95\ \text{µeV},
\]

so the gap at zero field is \(2\Delta=23.9\) µeV. The critical coupling and the field that produces it are

\[
\lambda_R=2\sqrt3\times2.30\ \text{µeV}=7.97\ \text{µeV},\qquad
F=\frac{7.97}{0.33}\ \text{MV/cm}\approx24\ \text{MV/cm}=2.4\ \text{V/nm}.
\]

At 10 MV/cm, \(\lambda_R=3.30\) µeV. The split pair lies at \(11.95\mp9.90\), that is at 2.05 and 21.85 µeV, and the gap is \(2.05+11.95=14.0\) µeV. At the closing field three levels meet at \(-11.95\) µeV and the fourth is at 35.85 µeV. The inputs are rough, so two figures are the most these results deserve. Two assumptions enter: \(\lambda_R\) grows linearly up to the closing field, and \(\lambda_{SO}\) does not change with the field.

How do these numbers compare with a real device?

- **Breakdown.** A good gate barrier fails at very roughly 10 MV/cm, and the closing field is 2.4 times that. The comparison depends on where the field is measured. If \(F\) means the displacement field divided by \(\varepsilon_0\), a barrier of relative permittivity \(\varepsilon_r\) carries only \(F/\varepsilon_r\). For \(\varepsilon_r\) above about 2.4 the barrier field then stays below the rough limit, so breakdown alone does not rule out the closing.
- **Charge.** If a displacement field \(\varepsilon_0F\) ended on the sheet, it would induce \(\varepsilon_0F/e=1.3\times10^{13}\) electrons or holes per cm². At half filling the field must instead pass through the sheet, for instance between two gates of opposite charge, one on each side.
- **Temperature.** The zero-field gap corresponds to 0.28 K. At 4.2 K, \(k_BT=362\) µeV, about 15 times the gap.
- **Disorder.** Take charge puddles of \(n=10^{10}\) cm⁻², a rough value for a clean sheet. With bond length \(a=0.142\) nm, their Fermi energy in the linear bands is \(\tfrac32ta\sqrt{\pi n}=10\) meV, more than 400 times the gap.

Balanced gates can bring the average charge to zero, but the puddles remain. In a local picture, where the puddle potential simply shifts the bands, the Fermi level lies far outside the gap nearly everywhere, and an ordinary conductance measurement would not be expected to resolve the closing. The picture is rough, because the length that belongs to the zero-field gap, \(\tfrac32ta/(2\Delta)\approx24\) µm, is much longer than typical puddles. Interactions, which the model leaves out, are not small on this scale either: two electrons a distance \(1/\sqrt{\pi n}=56\) nm apart, in surroundings of relative permittivity 4, repel each other with about 6 meV. These numbers describe the model with rough inputs and do not report an observed transition.

## Variation 1: a weak staggered potential

*Add an energy \(+v\) on A and \(-v\) on B, with \(v>0\) and \(\lambda_{SO}>0\). What is the gap at K when \(\lambda_R=2\sqrt3\lambda_{SO}\)?*

The uncoupled states move to \(-\Delta+v\) for \(A{\uparrow}\) and \(-\Delta-v\) for \(B{\downarrow}\). The coupled block becomes

\[
\begin{pmatrix}\Delta+v&3i\lambda_R\\-3i\lambda_R&\Delta-v\end{pmatrix},
\qquad E=\Delta\pm\sqrt{v^2+9\lambda_R^2}.
\]

At the old critical coupling \(9\lambda_R^2=4\Delta^2\). Because \(2\Delta<\sqrt{v^2+4\Delta^2}<2\Delta+v\), the three lowest levels are, in order,

\[
-\Delta-v,\qquad\Delta-\sqrt{v^2+4\Delta^2},\qquad-\Delta+v .
\]

The gap is the third minus the second:

\[
E_g=v+\sqrt{v^2+4\Delta^2}-2\Delta\approx v+\frac{v^2}{4\Delta}\qquad(v\ll2\Delta).
\]

For the graphene values and \(v=1\) µeV this is \(1+1/47.8=1.02\) µeV, in agreement with direct diagonalisation. The staggered potential splits the doublet that had held the gap at zero.

The closing has moved to a smaller coupling. It now occurs where \(\Delta-\sqrt{v^2+9\lambda_R^2}=-\Delta+v\). Squaring \(\sqrt{v^2+9\lambda_R^2}=2\Delta-v\) gives \(9\lambda_R^2=4\Delta(\Delta-v)\), or

\[
|\lambda_R|=2\sqrt3\,\lambda_{SO}\sqrt{1-v/\Delta}\qquad(v<\Delta).
\]

For \(v=1\) µeV the shift is about 4 percent. The on-site energies of the two sublattices differ by \(2v\). A substrate that makes this difference larger than \(2\Delta\), here 24 µeV, removes this Rashba-driven closing at K altogether.

## Variation 2: the indirect gap of the lattice

*Follow the bands along \(\mathbf k=(k,0)\), the line from Γ through K. Does the indirect gap, the lowest empty energy minus the highest filled one, also close at \(\lambda_R=2\sqrt3\lambda_{SO}\)? Take both couplings positive and small against \(t\).*

Let \(\varphi=\sqrt3k/2\), \(c=\cos\varphi\), \(s=\sin\varphi\). The sums of part (a) now give:

- a hopping element \(t(1+2c)\);
- Rashba elements \(\langle A{\uparrow}|H|B{\downarrow}\rangle=i\lambda_Rp\) and \(\langle A{\downarrow}|H|B{\uparrow}\rangle=i\lambda_Rq\), with \(p=1-c-\sqrt3s\) and \(q=1-c+\sqrt3s\);
- intrinsic terms \(ms_z\) on A and \(-ms_z\) on B, with \(m=-2\lambda_{SO}(2s-\sin2\varphi)=-4\lambda_{SO}s(1-c)\).

For \(\eta=\pm1\) the states \((A{\uparrow}-i\eta B{\downarrow})/\sqrt2\) and \((A{\downarrow}+i\eta B{\uparrow})/\sqrt2\) couple only to each other. Their diagonal energies are \(m+\eta\lambda_Rp\) and \(-m-\eta\lambda_Rq\), and their coupling has magnitude \(t|1+2c|\). The mean of the diagonal energies is \(\eta\lambda_R(p-q)/2=-\eta\sqrt3\lambda_Rs\). Half their difference is \(m+\eta\lambda_R(1-c)\). Hence

\[
E=-\eta\sqrt3\lambda_Rs\pm\sqrt{t^2(1+2c)^2+(1-c)^2(4\lambda_{SO}s-\eta\lambda_R)^2}.
\]

On the Γ side of K the upper valence band is the lower root for \(\eta=-1\). Put \(\varphi=2\pi/3+\theta\), so that \(s\approx\sqrt3/2-\theta/2\) and \(c\approx-1/2-\sqrt3\theta/2\). Then \(1+2c\approx-\sqrt3\theta\), and

\[
(1-c)(4\lambda_{SO}s+\lambda_R)\approx M+\tfrac{\sqrt3}{2}\lambda_R\theta,\qquad M=\Delta+\tfrac32\lambda_R ,
\]

because the two terms \(\pm3\lambda_{SO}\theta\) cancel. Expanding the root, and dropping quadratic terms without the factor \(t^2\),

\[
E_v\approx-\Delta-\sqrt3\lambda_R\theta-\frac{3t^2\theta^2}{2M}.
\]

The maximum is at \(\theta=-\lambda_RM/(\sqrt3t^2)\), on the Γ side of K, and lies above \(-\Delta\) by

\[
\frac{3\lambda_R^2}{4}\cdot\frac{2M}{3t^2}=\frac{\lambda_R^2M}{2t^2}.
\]

Below the critical coupling, the lower root for \(\eta=+1\) is the higher of the two just beyond K. The same expansion gives it the linear term \(+\sqrt3\lambda_R\theta\) and replaces \(M\) by \(\Delta-\tfrac32\lambda_R\), which is smaller than \(M\) and falls to zero at the critical coupling. Its maximum is therefore lower, and the one on the Γ side is the highest filled energy on the line near K.

For the lowest conduction band, the upper root for \(\eta=+1\), the linear terms are \(+\tfrac{\sqrt3}{2}\lambda_R\theta\) from the first part and \(-\tfrac{\sqrt3}{2}\lambda_R\theta\) from the root. They cancel, and the minimum stays at K with energy \(\Delta-3\lambda_R\).

At the critical coupling \(M=2\Delta\), so the bands already overlap by \((\lambda_R/t)^2\Delta\). The indirect gap vanishes slightly earlier, where \(2\Delta-3\lambda_R=\lambda_R^2M/(2t^2)\). Let \(\lambda_c=2\sqrt3\lambda_{SO}\), so \(\Delta=3\lambda_c/2\), and insert \(\lambda_R=\lambda_c\) in the small right-hand side:

\[
3(\lambda_c-\lambda_R)\approx\frac{\lambda_c^2}{t^2}\cdot\frac{3\lambda_c}{2}
\quad\Rightarrow\quad
\frac{\lambda_c-\lambda_R}{\lambda_c}\approx\frac{\lambda_c^2}{2t^2}=6\left(\frac{\lambda_{SO}}{t}\right)^2 .
\]

For \(\lambda_{SO}=0.02t\) the predicted overlap at critical coupling is \(4.99\times10^{-4}t\). A two-dimensional search around K gave \(5.01\times10^{-4}t\). The predicted relative shift of the closing is 0.00240, and the numerical one is 0.00239. For the graphene values the overlap is about \(10^{-10}\) µeV and can be ignored. The criterion \(2\sqrt3\) thus holds for the gap at K at any \(t\), and for the indirect gap to leading order in \(\lambda_{SO}/t\). The numerical output lists the values for both cases.

## Computed values

```
GRAPHENE, rough typical inputs
hopping t = 2.7 eV
intrinsic coupling lambda_SO = 2.30 micro-eV
Rashba coupling per field = 0.33 micro-eV per MV/cm
Delta = 3 sqrt3 lambda_SO = 11.95 micro-eV
critical lambda_R = 7.97 micro-eV
closing field = 24.1 MV/cm = 2.41 V/nm
zero field 0.0 MV/cm: lambda_R = 0.00 micro-eV
  levels at K (micro-eV): -11.95, -11.95, 11.95, 11.95
breakdown field 10.0 MV/cm: lambda_R = 3.30 micro-eV
  levels at K (micro-eV): -11.95, -11.95, 2.05, 21.85
closing field 24.1 MV/cm: lambda_R = 7.97 micro-eV
  levels at K (micro-eV): -11.95, -11.95, -11.95, 35.85
gap at K, zero field = 23.90 micro-eV
gap at K, breakdown field = 14.00 micro-eV
gap at K, closing field = 0.00 micro-eV
NEGLECTED EFFECTS
closing field / breakdown field = 2.41
zero-field gap / k_B = 0.277 K
k_B T at 4.2 K = 362 micro-eV
bond length = 0.142 nm
puddle density (rough) = 1e+10 per cm2
puddle Fermi energy = 10.2 meV
charge if closing field ends on sheet = 1.33e+13 per cm2
staggered potential tried = 1.0 micro-eV
gap it opens at critical lambda_R = 1.021 micro-eV
lattice band overlap, formula = 1.0e-10 micro-eV
MODEL CASE, energies in units of t
lambda_SO = 0.020 t, Delta = 0.10392 t
critical lambda_R, formula = 0.069282 t
critical lambda_R, found numerically = 0.069282 t
smallest (zone direct gap)/(gap at K) in scan = 0.99889
band overlap at critical, numerical = 5.006e-04 t
band overlap at critical, formula = 4.988e-04 t
valence top lies off K by 0.00961 inverse bond lengths
indirect gap closes at lambda_R = 0.069116 t
relative shift, numerical = 0.00239
relative shift, formula = 0.00240
```
